# Out-of-plane spins from interfacial precession at a magnet along the current

Let a current flow along $x$ through a ferromagnet at $z<0$ and a nonmagnetic spacer at $z>0$. The ferromagnet's majority spins point along $\mathbf s$, opposite to its magnetization. We ask for the spin current that enters the spacer along $z$, and for its polarization $\mathbf p$, to first order in the electric field $\mathbf E=E\hat{\mathbf x}$. If the interface has no preferred in-plane direction, symmetry narrows the answer.

Take $\mathbf s=\pm\hat{\mathbf x}$ and reflect $y\to-y$. The field and the flow direction are unchanged. Spins are axial vectors, so their $x$ and $z$ components change sign and their $y$ component does not. Hence $p_x$ and $p_z$ are odd in $s_x$, and $p_y$ is even. A half turn about $z$ reverses $E$, $s_x$ and $p_x$. By linearity in $E$, $p_x$ must then be even in $s_x$; being also odd, it vanishes.

For $\mathbf s\parallel\hat{\mathbf y}$, the mirror leaves the magnet alone but reverses $p_z$, so $p_z=0$. The same holds without a magnet. For $\mathbf s\parallel\hat{\mathbf z}$, the half turn reverses $E$ while keeping $s_z$ and $p_z$, so again $p_z=0$. These rules allow spins along $\hat{\mathbf z}\times\mathbf E$, with or without a magnet. They also allow a part odd in $\mathbf s$, of the form that a small rotation of $\mathbf s$ about $\hat{\mathbf z}\times\mathbf E$ would give:

$$\mathbf p\propto\mathbf s\times(\hat{\mathbf z}\times\mathbf E)=\hat{\mathbf z}\,(\mathbf s\cdot\mathbf E)-\mathbf E\,(\mathbf s\cdot\hat{\mathbf z}).$$

With the magnet along the current this part points out of the plane and reverses with the magnet. Symmetry does not force the two terms to share one coefficient; in the model below they agree to first order in the spin-orbit strength. Nor does it say that the coefficient is nonzero. That takes a mechanism.

## A solvable interface

Let all electrons have mass $m$ and let the interface be flat, so that the in-plane wavevector $\mathbf k$ is conserved. The interface potential is

$$V=\frac{\hbar^2}{2m}\,\delta(z)\,W,\qquad W=w_0+\mathbf b\cdot\boldsymbol\sigma,\qquad \mathbf b=\lambda\,\hat{\mathbf z}\times\mathbf k .$$

Here $w_0$ is a spin-independent barrier and $\mathbf b$ is the interfacial spin-orbit field. At the Fermi energy the normal wavenumber is $q$ in the spacer and $k_\uparrow,k_\downarrow$ for majority and minority spins in the magnet. Let $K$ be the spin matrix with eigenvalues $k_\uparrow,k_\downarrow$. A decaying minority wave has $k_\downarrow=i\kappa$.

Integrating the Schrödinger equation across $z=0$ gives a continuous $\psi$ and a slope jump $\psi'(0^+)-\psi'(0^-)=W\psi(0)$. For a wave incident from the magnet, continuity gives $1+r=t$, and the slope condition gives

$$iqt-iK(1-r)=Wt .$$

Inserting $1-r=2-t$ and dividing by $i$,

$$t=2GK,\qquad G=(q+K+iW)^{-1}.$$

For a wave incident from the spacer, $t'=1+r'$ and $-iq(1-r')+iKt'=Wt'$. With $1-r'=2-t'$ this becomes $(q+K+iW)t'=2q$, so $r'=2qG-1$.

The current enters through the occupations. For electrons of charge $-e$ and momentum lifetime $\tau_i$, the relaxation-time Boltzmann equation gives

$$\delta f_i=\frac{eE\tau_i}{\hbar}\frac{\partial f_0}{\partial k_x}=h_i\,\delta(\varepsilon-\varepsilon_F),\qquad h_i=-eE\tau_i\frac{\hbar k_x}{m},$$

with $i=\uparrow,\downarrow$ in the magnet and $i=N$ in the spacer. These bulk occupations are assumed to hold for carriers arriving at the interface.

## Why precession alone is not enough

Each incident channel carries a flux $d\varepsilon/(2\pi\hbar)$ per in-plane state. The number flux of spins, each of angular momentum $\hbar/2$, is therefore

$$\mathbf Q=\frac1{2\pi\hbar}\int\frac{d^2k}{(2\pi)^2}\,\mathbf S(\mathbf k).$$

A majority or minority wave transmits the spin flux $q\,\chi^\dagger t^\dagger\boldsymbol\sigma t\chi$ per incident flux $k_i$. Using $t=2GK$ and summing over the propagating channels gives $4q\,\mathrm{Tr}[\boldsymbol\sigma G(\mathrm{Re}K)h_FG^\dagger]$, where $h_F$ is the spin matrix with eigenvalues $h_\uparrow,h_\downarrow$.

Spacer electrons arrive unpolarized but can leave polarized, adding $h_N\mathrm{Tr}[\boldsymbol\sigma r'r'^\dagger]$. The cross terms between incoming and reflected waves are imaginary and drop out of the current. Next,

$$r'r'^\dagger=1-2q(G+G^\dagger)+4q^2GG^\dagger .$$

Because $W$ is Hermitian, $G^{-1}+(G^\dagger)^{-1}=2q+2\,\mathrm{Re}K$. Therefore $G+G^\dagger=G(2q+2\,\mathrm{Re}K)G^\dagger$, and

$$r'r'^\dagger=1-4qG(\mathrm{Re}K)G^\dagger .$$

The unit matrix carries no spin. Adding the two contributions,

$$\mathbf S=4q\,\mathrm{Tr}\!\left[\boldsymbol\sigma GDG^\dagger\right],\qquad D=\mathrm{Re}K\,(h_F-h_N).$$

Only the difference in occupation across the interface counts. If all three lifetimes are equal, $D=0$ and this model gives no spin current at any spin-orbit strength, although transmitted electrons still precess.

## The two polarizations

Expand to first order in $\mathbf b$: $G\simeq G_0-iG_0(\mathbf b\cdot\boldsymbol\sigma)G_0$, where $G_0$ has eigenvalues $G_i=1/(q+k_i+iw_0)$. With $X=G_0(\mathbf b\cdot\boldsymbol\sigma)G_0DG_0^\dagger$, the linear part of the spin flux is

$$\mathbf S=4q\,\mathrm{Tr}[\boldsymbol\sigma(-iX+iX^\dagger)]=8q\,\mathrm{Im}\,\mathrm{Tr}[\boldsymbol\sigma X].$$

The zeroth-order flux is odd in $k_x$ and integrates to zero. For $\mathbf s=\pm\hat{\mathbf x}$, the part of $\mathbf b$ along $\mathbf s$ is proportional to $k_y$, so its contribution also integrates to zero. What remains is $b=\lambda k_x$ along $\hat{\mathbf y}$.

Use spin axes $\hat{\mathbf y}$, $\mathbf s\times\hat{\mathbf y}$ and $\mathbf s$, and write $d_i=\mathrm{Re}\,k_i\,(h_i-h_N)$. The off-diagonal elements are

$$X_{\uparrow\downarrow}=b\,G_\uparrow d_\downarrow|G_\downarrow|^2,\qquad X_{\downarrow\uparrow}=b\,G_\downarrow d_\uparrow|G_\uparrow|^2 .$$

The first Pauli matrix gives $\mathrm{Im}(X_{\uparrow\downarrow}+X_{\downarrow\uparrow})$. The second gives $\mathrm{Im}[i(X_{\uparrow\downarrow}-X_{\downarrow\uparrow})]=\mathrm{Re}(X_{\uparrow\downarrow}-X_{\downarrow\uparrow})$. Since $\mathrm{Re}\,G_i=(q+\mathrm{Re}\,k_i)|G_i|^2$ and $\mathrm{Im}\,G_i=-(w_0+\mathrm{Im}\,k_i)|G_i|^2$,

$$S_{\mathbf s\times\hat{\mathbf y}}=8qb|G_\uparrow G_\downarrow|^2\left[d_\downarrow(q+\mathrm{Re}\,k_\uparrow)-d_\uparrow(q+\mathrm{Re}\,k_\downarrow)\right],$$

$$S_{\hat{\mathbf y}}=-8qb|G_\uparrow G_\downarrow|^2\left[d_\downarrow(w_0+\mathrm{Im}\,k_\uparrow)+d_\uparrow(w_0+\mathrm{Im}\,k_\downarrow)\right].$$

The second line is called spin-orbit filtering: without a magnet it says that spins along and against $\mathbf b$ meet barriers $w_0\pm b$ and pass with different probabilities. In a magnet the decay constant of an evanescent minority wave acts like $w_0$. For the numbers chosen below such states supply about three quarters of this component, and setting $w_0=0$ changes it by less than 2%. It does not depend on the sign of $\mathbf s$. The first line points along $\mathbf s\times\hat{\mathbf y}=s_x\hat{\mathbf z}$ and is the precession term.

To see the precession, follow one majority electron. Its transmitted flux along $\mathbf s$ is $4qk_\uparrow|G_\uparrow|^2$. Its transverse flux follows from the first line with $d_\uparrow\to k_\uparrow$ and $d_\downarrow\to0$. The ratio is $-2b\,\mathrm{Re}\,G_\downarrow$, a turn toward $\mathbf b\times\mathbf s$. For $w_0=0$ and real $k_\downarrow$ the angle is $2b/(q+k_\downarrow)$.

A classical estimate agrees. A spin precesses at the rate $(\hbar b/m)\delta(z)$, and crossing at speed $v$ turns it by $\hbar b/(mv)$. This equals the quantum angle when $v=\hbar(q+k_\downarrow)/2m$. A minority spin starts along $-\mathbf s$, so the same sense of rotation about $\mathbf b$ tips it toward $-\mathbf b\times\mathbf s$, and its transverse part is opposite.

Without a current, $\mathbf k$ and $-\mathbf k$ are equally occupied and see opposite $\mathbf b$, so their turns cancel. With a current, $h_i$ and $b$ are both odd in $k_x$. Their product is even and survives. Using $\int d^2k\,k_x^2F(k)=\pi\int dk\,k^3F(k)$, the spin conductivity $\sigma_z=eQ_z/E$ is

$$\sigma_z=-s_x\frac{e^2\lambda}{8\pi^2m}\int_0^{k_N}\!dk\,8qk^3|G_\uparrow G_\downarrow|^2\big[(\tau_\downarrow-\tau_N)\mathrm{Re}\,k_\downarrow(q+\mathrm{Re}\,k_\uparrow)-(\tau_\uparrow-\tau_N)\mathrm{Re}\,k_\uparrow(q+\mathrm{Re}\,k_\downarrow)\big],$$

where $k_N$ is the spacer's Fermi wavenumber. If $\tau_\uparrow>\tau_N>\tau_\downarrow$ and $\lambda>0$, both terms make $\sigma_z$ positive for $s_x=+1$.

Two limits show what the magnet supplies. If $k_\uparrow=k_\downarrow=k_z$, both real, the square bracket becomes $-(\tau_\uparrow-\tau_\downarrow)k_z(q+k_z)$: spin-dependent lifetimes suffice. If instead $\tau_\uparrow=\tau_\downarrow=\tau_F$ and both wavenumbers are real, it becomes $-(\tau_F-\tau_N)q(k_\uparrow-k_\downarrow)$: exchange splitting suffices, provided $\tau_F\ne\tau_N$. With neither, the $z$ spins vanish.

## Numbers for a metallic trilayer

Choose kinetic energies at the Fermi level of 6, 4 and 5 eV for majority, minority and spacer electrons, with lifetimes of 1.0, 0.4 and 0.7 fs. The barrier strength is 0.2 eV nm and the spin-orbit strength 0.01 eV nm². Dividing by $\hbar^2/2m=0.0381$ eV nm² gives $w_0=5.25$ nm⁻¹ and $\lambda=0.262$.

For an electron with $k_x=8.02$ nm⁻¹, $k_y=0$ and $q=8.18$ nm⁻¹, $b=2.10$ nm⁻¹. The minority Fermi wavenumber is 10.25 nm⁻¹, so $k_\downarrow=\sqrt{10.25^2-8.02^2}=6.38$ nm⁻¹. The first-order turn is

$$2b\,\mathrm{Re}\,G_\downarrow=\frac{2(2.10)(14.56)}{14.56^2+5.25^2}=0.255,$$

or about $15^\circ$. For $\mathbf s=+\hat{\mathbf x}$, solving the matching equations without expansion tips the majority spin by $14.6^\circ$ toward $-\hat{\mathbf z}$ and the minority spin by $12.4^\circ$ toward $+\hat{\mathbf z}$. The barrier also tips them toward $-\hat{\mathbf y}$, by $5.2^\circ$ and $3.6^\circ$.

Summing the unexpanded solutions over incident states by numerical quadrature gives $\sigma_z=\pm1.79\times10^4$ S/m for $\mathbf s=\pm\hat{\mathbf x}$. The first-order integral is $1.83\times10^4$ S/m, so higher orders lower it by 2.6%. The $y$ component is $7.7\times10^3$ S/m for both directions.

For $\mathbf s=+\hat{\mathbf x}$, majority, minority and spacer carriers contribute $3.85$, $-0.84$ and $-1.21$, in units of $10^4$ S/m. Each part is proportional to its own lifetime. Per femtosecond they are $3.85$, $-2.11$ and $-1.73$, which cancel within rounding. The net signal comes from the unequal weights 1.0, 0.4 and 0.7.

## Reaching the second magnet

Let the spacer have thickness $t_s=2$ nm and mean free path $\ell=0.93$ nm, and let both its faces absorb the spins that reach them. In the diffusion approximation, a spin density $n$ and net spin current $I$ correspond to one-way fluxes $vn/4\pm I/2$, where $v$ is the Fermi speed. The bottom interface emits $Q$ and nothing returns from the top:

$$\frac{vn_0}{4}+\frac I2=Q,\qquad \frac{vn_t}{4}-\frac I2=0,\qquad I=\frac{v\ell}{3}\,\frac{n_0-n_t}{t_s}.$$

Subtracting the first two equations and inserting the third gives

$$\eta=\frac IQ=\frac1{1+3t_s/4\ell}=0.38 .$$

A numerical solution of the integral transport equation, with isotropic scattering and diffuse entry, gives 0.37. The spins emitted by this interface leave at somewhat more oblique angles than diffuse entry assumes. That lowers the fraction to 0.36 and would raise the threshold field found below by about 6%. The bottom face is also not a perfect absorber: the interface solved above reflects about 15% of the $z$ spin returning to it. With both effects the fraction is about 0.40 and the threshold about 3% lower than the value found below.

The top layer has magnetization direction $\mathbf m$, saturation magnetization $M_s$, thickness $t$, perpendicular anisotropy field $B_K$ and damping $\alpha$. Its spin angular momentum is opposite to $\mathbf m$, so absorbed spins push $\mathbf m$ toward $-\mathbf p$. For the $z$ spins alone the torque is $-\gamma\mathbf m\times(\mathbf m\times a\hat{\mathbf z})$, with

$$a=-\frac{\eta\hbar\sigma_zE}{2eM_st}.$$

Let $\mathbf T$ be the sum of this torque and $-\gamma\mathbf m\times B_Km_z\hat{\mathbf z}$. The Landau–Lifshitz–Gilbert equation is $\dot{\mathbf m}=\mathbf T+\alpha\mathbf m\times\dot{\mathbf m}$. Taking $\mathbf m\times$ of it and using $\mathbf m\cdot\dot{\mathbf m}=0$ gives $(1+\alpha^2)\dot{\mathbf m}=\mathbf T+\alpha\mathbf m\times\mathbf T$. The $z$ component is

$$(1+\alpha^2)\dot m_z=\gamma(a+\alpha B_Km_z)(1-m_z^2).$$

If $a>\alpha B_K$, the right side is positive for every $-1<m_z<1$, and the layer ends up. If $a<-\alpha B_K$, it ends down. Between these limits both poles are locally stable, so at zero temperature reversing the bottom magnet does not switch a top layer that sits close enough to a pole. At finite temperature the torque reduces the barrier out of the disfavored pole by the factor $(1-|a|/\alpha B_K)^2$, and switching can occur below threshold. At an exact pole the torque vanishes, so switching starts from a thermal tilt.

Spins along $y$ cannot make this choice by themselves. A half turn about $y$ leaves their torque and the anisotropy unchanged but exchanges up and down. In simulations with a 15 mT $y$ torque alone, layers started near up and down stayed at $m_z=0.988$ and $-0.988$.

Take $M_s=10^6$ A/m, $t=1$ nm, $B_K=100$ mT and $\alpha=0.01$. The threshold is $\alpha B_K=1$ mT, which requires

$$E=\frac{2eM_st\,\alpha B_K}{\eta\hbar|\sigma_z|}=4.4\times10^5\ \mathrm{V/m}.$$

The magnet's Drude conductivity is $1.15\times10^6$ S/m, so its threshold current density is $5.1\times10^{11}$ A/m², or 51 MA/cm².

A top disc 70 nm wide has energy barrier $M_sB_KV/2=46.5\,k_BT$ at 300 K, where $V$ is its volume. In the small-angle approximation its rms thermal tilt is $1/\sqrt{46.5}$ rad, or $8.4^\circ$. From that angle, at 1.5 times threshold, integrating the equation for $m_z$ gives 21.6 ns to reach the equator. This leaves out thermal noise during the motion. With noise and a thermal spread of starting angles, the mean time at 300 K is 19 ns at 1.5 times threshold, 85 ns at 0.9, 190 ns at 0.8 and 0.85 µs at 0.7, so the threshold is not sharp.

Further simulations at this current added the $y$ spins (0.65 mT with the same $\eta$; they leave more obliquely, and their own fraction of 0.29 would give 0.49 mT), the current's Oersted field (2.8 mT) and a 3.2 mT stray field. That is the field at the middle of a bottom strip 4 nm thick, 1 µm long and much wider than it is long; a narrower strip gives less. Bottom magnetization along $+x$ ended with the top layer up from either start, and $-x$ ended with it down. The two reversals reached the equator after 19.4 and 24.8 ns. A half turn about $y$ maps one case onto the other except for the initial tilt, which was toward $+x$ in both, so that tilt causes the difference.

The stray field also reverses with the bottom magnet, and it breaks the symmetry that makes $y$ spins neutral. Reversal of the switching sense is therefore not, by itself, proof of out-of-plane spins. At the values used here that route is closed: with the $z$ spins removed, $y$ torques of 0.65, 15 and 35 mT together with the stray and Oersted fields left the layer on its starting side for 20 ns. At 55 mT the layer was pulled almost into the plane, on the side set by the stray field.

## Limits of the model

The interface strengths are chosen, not computed for a particular material. The model's magnet resistivity, 87 µΩ cm, is of the right order for a sputtered alloy. Such short lifetimes strain the Boltzmann picture, however. For minority spins the level broadening $\hbar/\tau_\downarrow$ is 1.65 eV, close to the 2 eV difference between the two spins' kinetic energies, so the computed conductivities are estimates.

The assumption of room-temperature operation is also broken. Steady operation at 1.5 times threshold, with heat leaving vertically through 100 nm of oxide of conductivity 1.4 W/(m K), would warm the stack by about 210 K. With $M_s$ and $B_K$ held fixed, that alone lowers the stability factor from 46.5 to about 27. At fixed conductivities heating scales as $E^2$, so halving the threshold field would cut it fourfold.

The single-spin picture is also marginal. For an exchange stiffness of 15 pJ/m the domain-wall width is 54 nm, close to the disc diameter, so reversal may begin locally and the threshold may shift. Interface roughness would mix in-plane wavevectors and weaken the link between $h_i$ and $b$; its size is not estimated here. The top layer was also taken to absorb spins parallel to its own magnetization. If it returns some of them, $\eta$ and the threshold change.
